# Viscoelastic Pad Stress by a Recursive Prony Update Without Stored History

A patch of polishing pad travels under a retaining ring, then under a wafer, and then into the open. Suppose that the ring squeezes its surface layer harder than the wafer does. Polyurethane is viscoelastic, so the stress under the wafer depends on the present squeeze and also on how long ago, and how fast, the ring applied its own. A simulation of polishing needs this stress at many instants and many surface points.

## The model and the obvious scheme

Let \(\varepsilon(t)\) be the strain of the layer along its thickness and \(\sigma(t)\) its stress, both positive in compression. Assume small strain, constant temperature, a linear response that does not age, and a pad undisturbed before \(t=0\). A strain increment \(d\varepsilon(s)\) applied at time \(s\) then contributes \(E(t-s)\,d\varepsilon(s)\) to the stress at a later time \(t\). By linearity the contributions add:

\[
\sigma(t)=\int_{0^-}^{t}E(t-s)\,d\varepsilon(s),\qquad
E(t)=E_\infty+\sum_i E_i e^{-t/\tau_i}.
\]

The lower limit \(0^-\) includes a jump at \(t=0\), and a jump at \(t\) itself counts in full. The relaxation modulus \(E(t)\) is a Prony series with positive \(E_i\) and \(\tau_i\). It falls from \(E(0)=E_\infty+\sum_iE_i\) to \(E_\infty\). The equations hold in any consistent units; the numbers below are in MPa and ms.

Suppose the strain is known at nodes \(t_0=0,t_1,t_2,\dots\) and is linear between them. The obvious scheme evaluates the integral afresh at each node. The \(n\)th value needs \(n\) segments, so \(n\) values need \(1+2+\dots+n=n(n+1)/2\) segment integrals, and every past time and strain must be kept. For 20,000 steps that means about \(2\times10^8\) segment integrals and 40,002 stored numbers for one pad point.

The old segments must be revisited because their weights \(E(t-s)\) change as \(t\) advances. The cure is to find a quantity in which all old weights change by the same factor.

## Compressing the past

Give each exponential its own branch stress,

\[
q_i(t)=E_i\int_{0^-}^{t}e^{-(t-s)/\tau_i}\,d\varepsilon(s).
\]

The constant part of \(E(t)\) integrates to \(E_\infty\varepsilon(t)\), since the strain was zero before \(t=0\). Hence

\[
\sigma=E_\infty\varepsilon+\sum_i q_i .
\]

Advance from \(t_n\) to \(t_{n+1}=t_n+h\), and split the integral at \(t_n\). In the old part \(s\le t_n\), and

\[
e^{-(t_{n+1}-s)/\tau_i}=e^{-h/\tau_i}\,e^{-(t_n-s)/\tau_i}.
\]

The first factor does not depend on \(s\), so it comes out of the integral:

\[
q_i(t_{n+1})=e^{-h/\tau_i}q_i(t_n)
+E_i\int_{t_n}^{t_{n+1}}e^{-(t_{n+1}-s)/\tau_i}\,d\varepsilon(s).
\]

The whole past has shrunk to one number per branch. This relies on the exponential form. For a power-law kernel \(t^{-\alpha}\), the ratio \([(t+h)/t]^{-\alpha}\) depends on the age \(t\) of the increment, so no common factor exists. To use the recursion, one must first approximate such a kernel by a Prony series, and the result is then exact for the approximation, not for the original kernel.

## Two tempting treatments of the new increment

One route starts from a differential equation. Differentiating \(q_i\) gives one term from the moving upper limit and one from the exponential:

\[
\dot q_i=E_i\dot\varepsilon-\frac{q_i}{\tau_i}.
\]

Replace the derivatives by differences and evaluate the decay at the new time. With \(x_i=h/\tau_i\) and \(\Delta\varepsilon=\varepsilon_{n+1}-\varepsilon_n\), multiplication by \(h\) gives \(q_i^{n+1}-q_i^n=-x_iq_i^{n+1}+E_i\Delta\varepsilon\), or

\[
q_i^{n+1}=\frac{q_i^n+E_i\Delta\varepsilon}{1+x_i}.
\]

This is backward Euler. It is stable, but it replaces the true decay factor \(e^{-x_i}\) by \(1/(1+x_i)\), so it errs even while the strain is held.

A second route keeps the true decay and places the whole increment at the middle of the step, which gives the new term \(E_ie^{-x_i/2}\Delta\varepsilon\). This is accurate for \(x_i\ll1\). For \(x_i\gg1\) it discards the most recent part of the ramp, which is the part that a fast branch still remembers.

Neither approximation is needed. On a linear segment \(d\varepsilon=(\Delta\varepsilon/h)\,ds\). Put \(u=t_{n+1}-s\), so that \(u\) runs from \(h\) down to 0 and \(ds=-du\); the minus sign reverses the limits:

\[
E_i\frac{\Delta\varepsilon}{h}\int_0^h e^{-u/\tau_i}\,du
=E_i\frac{\Delta\varepsilon}{h}\,\tau_i\left(1-e^{-h/\tau_i}\right)
=E_i\,g(x_i)\,\Delta\varepsilon,
\qquad g(x)=\frac{1-e^{-x}}{x}.
\]

The update is therefore

\[
\boxed{\,q_i^{n+1}=e^{-x_i}q_i^n+E_i\,g(x_i)\,\Delta\varepsilon,\qquad
\sigma^{n+1}=E_\infty\varepsilon_{n+1}+\sum_i q_i^{n+1}\,}
\]

It starts from \(q_i=0\). If \(q_i^n\) equals its defining integral, so does \(q_i^{n+1}\), because no approximation was made in between. By induction the nodal stresses equal the hereditary integral, apart from rounding, for steps of any size, provided that every kink in the strain is a node.

Two limits show what the weight \(g\) does. As \(x\to0\), \(g\to1\): the branch acts as a spring, and \(q_i\) rises by \(E_i\Delta\varepsilon\). A jump is this case with \(h=0\), in agreement with the definition, where a jump enters with weight \(e^0=1\). As \(x\to\infty\), \(e^{-x}\to0\) and \(g\to1/x\), so \(q_i\to E_i\tau_i\Delta\varepsilon/h\). That is the stress of a dashpot of viscosity \(E_i\tau_i\) at the current strain rate.

## One passage under ring and wafer

Take \(E_\infty=200\) MPa and branches of 60, 50, 40 and 30 MPa with relaxation times 1, 10, 100 and 1000 ms. The pad moves at 1 m/s. Strain rises to 2.0 % over 5 mm, stays there for 25 mm under the ring, falls to 1.5 % over 5 mm, and stays there for 300 mm under the wafer. The nodes are at 0, 5, 30, 35 and 335 ms, so four updates cover the passage.

In the first step \(\Delta\varepsilon=0.02\) and the four weights are 0.19865, 0.78694, 0.97541 and 0.99750. The first branch gives \(60\times0.19865\times0.02=0.238\) MPa. The others give 0.787, 0.780 and 0.599 MPa in the same way. With the elastic part \(200\times0.02=4\) MPa, the total is 6.404 MPa. The fastest branch is already close to its dashpot limit, \(60\times0.02/5=0.240\) MPa.

During the ring hold \(\Delta\varepsilon=0\) and the branches only decay. The second becomes \(0.08208\times0.78694=0.0646\) MPa. The hereditary integral gives this number without recursion. The ramp has rate \(0.02/5\) per ms and ended 25 ms earlier, so

\[
50\times\frac{0.02}{5}\times10\left(e^{-2.5}-e^{-3}\right)
=2\,(0.08208-0.04979)=0.0646\ \text{MPa}.
\]

In the third step \(\Delta\varepsilon=-0.005\). The same branch becomes \(0.60653\times0.0646-50\times0.78694\times0.005=-0.158\) MPa. The full results, in MPa, are:

| Time (ms) | \(q_1\) | \(q_2\) | \(q_3\) | \(q_4\) | \(\sigma\) |
|---|---|---|---|---|---|
| 5 | 0.238 | 0.787 | 0.780 | 0.599 | 6.404 |
| 30 | 0.000 | 0.065 | 0.608 | 0.584 | 5.256 |
| 35 | −0.060 | −0.158 | 0.383 | 0.431 | 3.597 |
| 335 | 0.000 | 0.000 | 0.019 | 0.319 | 3.339 |

Direct quadrature of the hereditary integral agrees with these four stresses to \(1.8\times10^{-15}\) MPa. A harder test used twenty random histories of twelve steps, with strains up to 2 %, durations from 0.01 ms to about 300 ms, and two jumps in each. The largest difference at any node was \(3.9\times10^{-14}\) MPa.

With the same four steps, backward Euler is low by 0.179 MPa at 5 ms, or 2.8 % of the stress there, and is still wrong by 0.089 MPa at 335 ms. The midpoint rule is low by 0.148 MPa at 5 ms. Its error then fades during the holds, since its decay factor is right.

## What happens between nodes

Linear strain does not mean linear stress. While strain is held, \(\dot\varepsilon=0\) and the branch equation gives

\[
\dot\sigma=-\sum_i\frac{q_i}{\tau_i}.
\]

Just after the release at 35 ms, the four terms are \(+59.6\), \(+15.8\), \(-3.8\) and \(-0.4\) MPa/s. The stress therefore rises at 71 MPa/s although the strain is constant. The partial release drove the two fast branches negative, and their return to zero lifts the total. The 1 ms branch would turn negative even without a ring hold, since it forgets the compression within the 5 ms release. The 10 ms branch does so because the 25 ms hold let it relax nearly to zero; after a hold of only 5 ms it stays positive, and the rebound shrinks to 0.025 MPa. The stress climbs by 0.122 MPa to 3.719 MPa at about 49 ms, and then falls as the slow branches decay. When the two fast branches were removed, with everything else fixed, the rebound vanished.

The four-step calculation passes over this maximum without any error at its own nodes. To see it, one inserts nodes. Subdividing the passage into steps of at most 0.1 ms changed the original nodal stresses by no more than \(6.2\times10^{-15}\) MPa.

Removing a needed node is different. Suppose the kink at 30 ms is skipped and one step runs from 5 to 35 ms. The decay of the old branch stress is still right, but the release of \(-0.5\) % is spread over 30 ms instead of 5 ms. The branch error is

\[
E_i\,\Delta\varepsilon\left[g(30\,\text{ms}/\tau_i)-g(5\,\text{ms}/\tau_i)\right].
\]

Since \(g(x)\) is the mean of \(e^{-y}\) over \(0<y<x\), it decreases with \(x\). The bracket is negative, \(\Delta\varepsilon\) is negative, and the error is positive in every branch. It totals 0.191 MPa, or 5.3 % of the stress at 35 ms.

## Strain that is smooth rather than piecewise linear

For a curved strain path the update gives the exact response to the wrong path, namely the chords. Let \(e=\varepsilon_h-\varepsilon\) be the chord interpolant minus the true strain, with uniform step \(h\). To size \(e\) at a point \(s\) inside a step \([a,b]\), choose \(K\) so that

\[
\varphi(u)=e(u)-K(u-a)(b-u)
\]

vanishes at \(u=s\). It also vanishes at \(a\) and \(b\). With three zeros, \(\varphi'\) has two and \(\varphi''\) has one, at some \(\xi\). The chord has no second derivative, so \(\varphi''=-\varepsilon''+2K\) and \(K=\varepsilon''(\xi)/2\). Thus

\[
e(s)=\tfrac12\varepsilon''(\xi)(s-a)(b-s),\qquad
|e|\le\frac{h^2}{8}\max|\varepsilon''|,
\]

because the product is largest, \(h^2/4\), at mid-step.

The stress error at a node \(t\) is the response to \(e\). Integrate by parts, using \(dE(t-s)/ds=-E'(t-s)\):

\[
\delta\sigma=\int_0^tE(t-s)\,e'(s)\,ds
=\big[E(t-s)e(s)\big]_0^t+\int_0^tE'(t-s)\,e(s)\,ds .
\]

The boundary term is zero because \(e\) vanishes at nodes. Since \(\int_0^t(E_i/\tau_i)e^{-u/\tau_i}du=E_i(1-e^{-t/\tau_i})\),

\[
|\delta\sigma|\le\frac{h^2}{8}\max|\varepsilon''|\sum_iE_i\left(1-e^{-t/\tau_i}\right).
\]

If \(h\) is short compared with every \(\tau_i\) and with the time over which \(\varepsilon''\) varies, \(e\) may be replaced by its mean over a step. The mean of \((s-a)(b-s)\) is \(h^2/6\), which gives the leading error

\[
\delta\sigma\simeq\frac{h^2}{12}\int_0^tE'(t-s)\,\varepsilon''(s)\,ds .
\]

For \(\varepsilon=0.01\,(1-\cos\omega t)\) with a period of 100 ms, the stress at 70 ms is 3.036 MPa. A step of 10 ms errs by 0.0183 MPa, or 0.6 %; the bound is 0.065 MPa and the leading formula gives 0.0203 MPa. The conditions for that formula are not met here: the step is ten times the shortest relaxation time. At 0.1 ms error and formula agree at \(2.03\times10^{-6}\) MPa, and halving the step divides the error by 4.00.

## Rounding and storage

For very small \(x\), computing \(1-e^{-x}\) subtracts two nearly equal numbers. At \(x=10^{-12}\) in double precision, this spoils \(g\) by a relative \(2.2\times10^{-5}\). A library function for \(e^y-1\), usually named expm1, avoids the subtraction through \(g(x)=-\mathrm{expm1}(-x)/x\), with \(g(0)=1\) set separately.

An old rounding error in \(q_i\) is multiplied by \(e^{-x_i}\le1\) at each step, so it is never amplified. After 20,000 steps of 0.1 ms with random strains up to 2 %, the recursive and direct stresses differed by \(1.7\times10^{-13}\) MPa. To advance, the recursion needs only five stored numbers per pad point: four branch stresses and the strain.

## Leaving the wafer

Prescribed strain suits a pad held in contact. If the strain were forced to zero at once after 335 ms, the stress would become \(3.34-380\times0.015=-2.36\) MPa, a tension that a surface without adhesion cannot carry. The surface instead separates, and \(\sigma=0\) determines the strain.

At separation the strain jumps by \(-\sigma/E(0)=-3.34/380\), or \(-0.88\) %, and each \(q_i\) changes by \(E_i\) times this jump. Afterwards \(\dot\sigma=0\). Inserting the branch equation gives

\[
0=E_\infty\dot\varepsilon+\sum_i\left(E_i\dot\varepsilon-\frac{q_i}{\tau_i}\right)
\quad\Rightarrow\quad
\dot\varepsilon=\frac{1}{E(0)}\sum_i\frac{q_i}{\tau_i}.
\]

With this \(\dot\varepsilon\), the branch equations form a linear system with constant coefficients, solved by a matrix exponential. One revolution takes 1.2 s, which leaves 865 ms for recovery. The second passage then begins with a residual strain of 0.029 %, and the twentieth with 0.044 %. With the strain levels, measured from the original height, and the ramp times held fixed, the stress at 5 ms drops from 6.40 MPa in the first passage to 6.26 MPa in the twentieth. Across the four nodes, the memory carried between passages lowers the stress by 1.4 to 2.1 % in the second passage and by about 2 to 3 % in the twentieth. A trailing ring, omitted from this calculation, would change these figures.

## Beside a real pad

The moduli, a few hundred MPa, are rough values for a hard polyurethane pad; the relaxation times and strains are chosen. Strains of 1.5 to 2 % belong to surface asperities, not to the bulk. A rough polishing pressure of 30 kPa over 200 MPa strains the bulk by only 0.015 %, and at 3.3 MPa it would be carried by about 1 % of the area. The model also treats the layer as uniform, whereas the contact area of a rounded asperity changes with the squeeze, so its force is not linear in strain. The stresses above therefore illustrate the update and do not predict the contact pressures of a particular pad. Of the neglected effects estimated here, heating and wetting are the largest. Suppose, as a rough guess, that warming from 298 to 313 K multiplies all moduli by 0.71 and all relaxation times by 0.15. At the same strains, the stress at 5 ms falls from 6.4 to 4.0 MPa, and at 335 ms from 3.3 to 2.2 MPa. A 30 % loss of modulus through wetting, taken alone, gives 4.5 and 2.3 MPa. Finite strain matters less: for an incompressible neo-Hookean solid free to expand sideways, the force per original area at 2 % compression is about 2 % above the linear value. Inertia is negligible, since a stress wave of speed \(\sqrt{E(0)/\rho}\), with a rough density \(\rho=800\) kg/m³, crosses a 2 mm pad in about 3 µs, against a 5 ms ramp.

If the layer stress \(\sigma^{n+1}\) is prescribed instead of the strain, the update can be solved for the increment:

\[
\Delta\varepsilon=\frac{\sigma^{n+1}-E_\infty\varepsilon_n-\sum_ie^{-x_i}q_i^n}{E_\infty+\sum_iE_i\,g(x_i)} .
\]

The strain under a given load generally creeps along a curve, so this form loses the exactness shown above, and its step must be short enough to resolve that curve.

## Computed values

```
E_inf, E(0): 200, 380 MPa
Branch moduli: 60 50 40 30 MPa
Relaxation times: 1 10 100 1000 ms
Pad speed: 1.0 m/s; revolution: 1.20 s
Implied track radius: 191 mm
Segment lengths: 5 25 5 300 mm
Node times: 0 5 30 35 335 ms
Node strains: 0.0 2.0 2.0 1.5 1.5 %
Step 1 decay factors: 0.00674 0.60653 0.95123 0.99501
Step 1 weights g: 0.19865 0.78694 0.97541 0.99750
Step 2 decay factors: 0.00000 0.08208 0.77880 0.97531
Step 2 weights g: 0.04000 0.36717 0.88480 0.98760
Step 3 decay factors: 0.00674 0.60653 0.95123 0.99501
Step 3 weights g: 0.19865 0.78694 0.97541 0.99750
Step 4 decay factors: 0.00000 0.00000 0.04979 0.74082
Step 4 weights g: 0.00333 0.03333 0.31674 0.86394
Node 1 branch stresses: 0.23838 0.78694 0.78033 0.59850 MPa
Node 1 recursive, direct: 6.40415328, 6.40415328 MPa
Node 2 branch stresses: 0.00000 0.06460 0.60772 0.58373 MPa
Node 2 recursive, direct: 5.25604228, 5.25604228 MPa
Node 3 branch stresses: -0.05960 -0.15756 0.38300 0.43119 MPa
Node 3 recursive, direct: 3.59703722, 3.59703722 MPa
Node 4 branch stresses: -0.00000 -0.00000 0.01907 0.31943 MPa
Node 4 recursive, direct: 3.33850070, 3.33850070 MPa
Largest example difference: 1.8e-15 MPa
Change on subdividing steps: 6.2e-15 MPa
Random tests, rate form: 3.9e-14 MPa
Random tests, strain form: 3.5e-14 MPa
Long run: 20000 steps, error 1.7e-13 MPa
Stored state: 5 numbers; full history: 40002
g at x=1e-12, relative errors: naive 2.2e-05, expm1 0.0e+00
Stress rates after release, by branch: 59.596 15.756 -3.830 -0.431 MPa/s
Total rate, direct rate: 71.090, 71.087 MPa/s
Rebound: 0.1223 MPa, to 3.7193 MPa at 49.4 ms
Backward Euler errors, nodes 1-4: -0.1786 0.1341 0.1349 0.0886 MPa
Midpoint rule errors, nodes 1-4: -0.1481 -0.0007 0.0366 -0.0000 MPa
Error at 35 ms if kink at 30 ms is skipped: 0.1913 MPa
Smooth strain: amplitude 2 %, period 100 ms, end 70 ms
Smooth-strain direct stress: 3.035716 MPa
h=10.00 ms: error 1.830e-02, bound 6.520e-02, leading 2.031e-02 MPa
h=1.00 ms: error 2.027e-04, bound 6.520e-04, leading 2.031e-04 MPa
h=0.10 ms: error 2.031e-06, bound 6.520e-06, leading 2.031e-06 MPa
h=0.05 ms: error 5.078e-07, bound 1.630e-06, leading 5.078e-07 MPa
Error ratio on halving 0.10 ms: 3.9999
Free-recovery stress check: 8.0e-07 MPa
Passage 2: initial strain 0.0294 %, node 1 6.3105, node 4 3.2908 MPa
Passage 20: initial strain 0.0442 %, node 1 6.2632, node 4 3.2666 MPa
Rough heating 298 to 313 K; activation 1.0 eV; modulus halves per 30 K
Time factor 0.155, modulus factor 0.707
Warm pad, nodes 1 and 4: 3.966, 2.156 MPa
Rough wet modulus loss 30 %: nodes 1 and 4 4.483, 2.337 MPa
Neo-Hookean stress excess at 2 %: 2.05 %
Wave transit, 2 mm, 800 kg/m3: 2.90 us; over ramp time 5.8e-04
```
